# Matthiessen's rule as an upper bound on mobility in one subband

Electrons in a thin silicon layer occupy one two-dimensional subband with energy $E=\hbar^2k^2/2m$, measured from the subband edge. There may be several equivalent valleys with the same isotropic in-plane mass $m$. The electrons have charge $-e$, and a weak field $F$ acts along $x$. Two scattering mechanisms have transition rates $W_1(\mathbf k,\mathbf k')$ and $W_2(\mathbf k,\mathbf k')$.

Each mechanism is isotropic: its rate depends on the initial and final energies (and valleys), but not on the directions of $\mathbf k$ and $\mathbf k'$. It may be elastic or inelastic. For each mechanism, the total scattering rate at a given energy is the same in every valley. The mechanisms are independent: when both act, $W=W_1+W_2$. The scatterers stay in equilibrium at temperature $T$.

Let $\mu_1$ and $\mu_2$ be the mobilities with one mechanism acting alone, and $\mu$ the mobility with both, all at the same density, temperature, confinement and screening. Both $\mu_1$ and $\mu_2$ are finite. Matthiessen's rule replaces $\mu$ by $\mu_M$, defined by

$$\frac1{\mu_M}=\frac1{\mu_1}+\frac1{\mu_2}.$$

SI formulas are used, with numbers in engineering units.

## (a) From transition rates to mobility

**Show that a relaxation time $\tau(E)$ exists, that the inverse times of the two mechanisms add at each energy, and express $\mu$ as an average of $\tau$.**

**Solution.** The force is $-eF$, so the steady-state Boltzmann equation to first order in $F$ is

$$-eFv_x\frac{\partial f_0}{\partial E}=\sum_{\mathbf k'}\left[W(\mathbf k',\mathbf k)f'(1-f)-W(\mathbf k,\mathbf k')f(1-f')\right],$$

where $f_0$ is the Fermi function and a prime marks a quantity at $\mathbf k'$. The sum includes all final valleys. Write the deviation from equilibrium as

$$f=f_0+\left(-\frac{\partial f_0}{\partial E}\right)\varphi,\qquad -\frac{\partial f_0}{\partial E}=\frac{f_0(1-f_0)}{kT}.$$

To linearise the right-hand side, factor the bracket as

$$(1-f)(1-f')\left[W(\mathbf k',\mathbf k)\frac{f'}{1-f'}-W(\mathbf k,\mathbf k')\frac{f}{1-f}\right].$$

In equilibrium the inner bracket vanishes by detailed balance. Since $d\ln[f/(1-f)]=df/[f(1-f)]$, the ratio $f/(1-f)$ changes by the relative amount $\varphi/kT$. The first-order collision term is therefore

$$\sum_{\mathbf k'}W(\mathbf k,\mathbf k')\,f_0(1-f_0')\,\frac{\varphi'-\varphi}{kT}.$$

The left-hand side is $eFv_xf_0(1-f_0)/kT$. Dividing both sides by $-f_0(1-f_0)/kT$ gives

$$\sum_{\mathbf k'}W(\mathbf k,\mathbf k')\frac{1-f_0'}{1-f_0}(\varphi-\varphi')=-eFv_x.$$

Try $\varphi=-eFv_x\tau(E)$. At fixed final energy, neither $W$ nor $f_0'$ depends on the direction of $\mathbf k'$, while $v_x'$ averages to zero over directions. The $\varphi'$ term vanishes, even for inelastic events, and the equation is solved by

$$\frac1\tau=\sum_{\mathbf k'}W\frac{1-f_0'}{1-f_0}=\frac1{\tau_1}+\frac1{\tau_2}.$$

The sum is linear in $W$ and the occupation factors are the same equilibrium ones for both mechanisms, which is why the inverse times add. Any other solution differs by a solution of the equation without drive. For that one, $\varphi/\tau$ equals a sum over $\varphi'$ that does not depend on the direction of $\mathbf k$. It is isotropic within each valley and carries no current.

For the drift velocity $v_d$, use the constant density of states $D$ and the angular average $\overline{v_x^2}=v^2/2=E/m$:

$$nv_d=-eFD\int_0^\infty\frac Em\,\tau(E)\left(-\frac{\partial f_0}{\partial E}\right)dE.$$

The density follows by parts, because $Ef_0$ vanishes at both limits:

$$n=D\int_0^\infty f_0\,dE=D\int_0^\infty E\left(-\frac{\partial f_0}{\partial E}\right)dE.$$

With $\mu=-v_d/F$, dividing gives

$$\mu=\frac em\langle\tau\rangle,\qquad \langle g\rangle=\frac{\int_0^\infty g\,E(-\partial f_0/\partial E)\,dE}{\int_0^\infty E(-\partial f_0/\partial E)\,dE}.$$

Likewise $\mu_i=(e/m)\langle\tau_i\rangle$. The weight is the same in all three averages because density and temperature are held fixed.

## (b) The sign of the error

**Prove that $\mu\le\mu_M$, and find an expression for the difference.**

**Solution.** At each energy the true time is $\tau=\tau_1\tau_2/(\tau_1+\tau_2)$. For positive $a,b$ and any real $\lambda$, completing the square gives

$$\begin{aligned}\lambda^2a+(1-\lambda)^2b&=(a+b)\lambda^2-2b\lambda+b\\&=(a+b)\left(\lambda-\frac b{a+b}\right)^2+b-\frac{b^2}{a+b}\\&=(a+b)\left(\lambda-\frac b{a+b}\right)^2+\frac{ab}{a+b}.\end{aligned}$$

Set $a=\tau_1(E)$ and $b=\tau_2(E)$, and define

$$s(E)=\frac{\tau_2}{\tau_1+\tau_2}=\frac{1/\tau_1}{1/\tau_1+1/\tau_2}.$$

This is the share of the total scattering rate that belongs to mechanism 1. Average the identity over energy with $\lambda$ constant, writing $A=\langle\tau_1\rangle$ and $B=\langle\tau_2\rangle$:

$$\lambda^2A+(1-\lambda)^2B-\langle\tau\rangle=\left\langle(\tau_1+\tau_2)(s-\lambda)^2\right\rangle.$$

Now choose $\lambda=B/(A+B)$. The same identity with $a=A$, $b=B$ has a vanishing square, so the first two terms equal $AB/(A+B)$. By its definition, $\mu_M=(e/m)AB/(A+B)$. Hence

$$\boxed{\mu_M-\mu=\frac em\left\langle(\tau_1+\tau_2)(s-\lambda)^2\right\rangle\ge0.}$$

Since $(\tau_1+\tau_2)s=\tau_2$, the chosen $\lambda$ is the mean of $s$ taken with the extra weight $\tau_1+\tau_2$. The error is thus a weighted variance of the scattering share. Matthiessen's rule combines two averages as though one share applied to all electrons. When the share changes with energy, no single $\lambda$ fits all electrons, and the weighted variance is positive.

Independence is needed. If two scattering amplitudes interfere destructively, the total rate can be smaller than either separate rate, and $\mu$ can exceed $\mu_M$.

## (c) Equality and two limits

**When does equality hold? How does the error behave at low temperature, and can $\mu/\mu_M$ be bounded from below?**

**Solution.** For $T>0$ the weight is positive at every $E>0$, and so is $\tau_1+\tau_2$. The average in (b) can vanish only if $s=\lambda$ at almost every energy. From $s(\tau_1+\tau_2)=\tau_2$ this means

$$\frac{\tau_2}{\tau_1}=\frac{\lambda}{1-\lambda}=\text{constant},$$

so the rates are proportional. Conversely, proportional rates make $s$ constant; its weighted mean $\lambda$ then equals it, and the error is zero.

At $T\to0$ with fixed density the weight contracts to the Fermi energy $E_F$. If the rates are held fixed and are continuous and nonzero there, each average becomes a value at one energy, and the error vanishes even for rates that are not proportional.

To see how fast, take $\tau_1=\tau_0$ and $\tau_2=\tau_0E/E_F$, with $\epsilon=(E-E_F)/E_F$ and $\theta=kT/E_F\ll1$. Then

$$s=\frac{1+\epsilon}{2+\epsilon}=\frac12+\frac\epsilon4+O(\epsilon^2).$$

The mean of $\epsilon$ is of order $\theta^2$, so $\lambda=\frac12+O(\theta^2)$. The thermal variance is

$$\langle\epsilon^2\rangle\simeq\theta^2\int_{-\infty}^{\infty}\frac{u^2\,du}{4\cosh^2(u/2)}=\frac{\pi^2}3\theta^2.$$

With $\tau_1+\tau_2\simeq2\tau_0$ the excess time is $2\tau_0\langle\epsilon^2\rangle/16$. Matthiessen's time is $\tau_0/2$ to leading order. The ratio is

$$\frac{\mu_M-\mu}{\mu_M}\simeq\frac{\langle\epsilon^2\rangle}4=\frac{\pi^2}{12}\left(\frac{kT}{E_F}\right)^2.$$

At $kT/E_F=0.01$ this gives $8.225\times10^{-5}$; direct integration gives $8.218\times10^{-5}$.

There is no positive lower bound on $\mu/\mu_M$ that holds for all pairs. Split the energy axis so that each side carries half the weight. Let $\tau_1=\tau_0$ below the split and $\eta\tau_0$ above it, with the two values exchanged for $\tau_2$. At every energy $\tau=\tau_0\eta/(1+\eta)$, whereas $A=B=\tau_0(1+\eta)/2$ and $AB/(A+B)=\tau_0(1+\eta)/4$. Thus

$$\frac\mu{\mu_M}=\frac{4\eta}{(1+\eta)^2},$$

which tends to zero with $\eta$. For $\eta=0.01$ it is 0.039. Each mechanism alone leaves half the weight free to conduct, but together they block both halves.

## (d) Phonons in a thin silicon film

**An undoped (100) silicon film, 3 nm thick, lies between oxides at 300 K. Find the error of Matthiessen's rule for acoustic phonons (mechanism 1) and g-type intervalley phonons (mechanism 2) at low density.**

Use these rough typical parameters: in-plane mass $0.19\,m_0$, acoustic deformation potential $D_a=12$ eV, g-type coupling $D_g=1.1\times10^9$ eV/cm, g-type phonon energy $\hbar\omega=62$ meV, mass density $\rho=2.33$ g/cm³ and sound velocity $v_s=9$ km/s. The g-type phonons connect the two valleys whose heavy axis is normal to the film; only their 62 meV branch is included.

**Solution.** In a crystal of volume $\Omega$, a phonon mode of frequency $\omega_q$ and occupation $N_q$ has squared displacement amplitude $\hbar/(2\rho\Omega\omega_q)$, times $N_q$ for absorption or $N_q+1$ for emission.

The acoustic potential is $D_a$ times the strain, which contributes a factor $q^2$. With $\omega_q=v_sq$ and the classical occupation $N_q\simeq N_q+1\simeq kT/\hbar\omega_q$, absorption and emission together give

$$|M|^2=D_a^2q^2\,\frac{\hbar}{2\rho\Omega v_sq}\,\frac{2kT}{\hbar v_sq}=\frac{D_a^2kT}{\rho\Omega v_s^2}.$$

The wavevector has dropped out, so this scattering is isotropic. Its energy transfer is neglected; part (f) gives the size of that transfer.

In-plane momentum conservation fixes the in-plane part of $\mathbf q$. The sum over the normal part gives, by Parseval's theorem, the overlap integral of the hard-wall state $\psi=\sqrt{2/t}\sin(\pi z/t)$:

$$O=\int_0^t\psi^4dz=\frac4{t^2}\cdot\frac{3t}8=\frac3{2t}=0.5\ \text{nm}^{-1}.$$

Multiplying by $2\pi/\hbar$ and by the density of final states for one spin and one valley, $m/2\pi\hbar^2$, gives

$$\frac1{\tau_1}=\frac{mD_a^2kT\,O}{\hbar^3\rho v_s^2}=5.986\ \text{ps}^{-1}.$$

For g-type phonons the potential is $D_g$ times the displacement, with constant $\omega$. The same steps give

$$\frac1{\tau_2}=C\left[N+(N+1)\Theta(E-\hbar\omega)\right],\qquad C=\frac{mD_g^2O}{2\rho\omega\hbar^2},$$

where $\Theta$ is the unit step. Low density has been used to set $(1-f_0')/(1-f_0)=1$. With $N=0.09996$ the rate is 0.5504 ps⁻¹ below the emission threshold and 6.607 ps⁻¹ above it.

At low density the normalised weight is $Ee^{-E/kT}/(kT)^2$. With $x=\hbar\omega/kT=2.398$, the part above threshold is

$$p=\int_x^\infty ye^{-y}dy=(1+x)e^{-x}=0.3088.$$

The averages are sums of two terms:

$$\begin{aligned}\langle\tau_1\rangle&=1/5.986=0.1671\ \text{ps},\\ \langle\tau_2\rangle&=\frac{0.6912}{0.5504}+\frac{0.3088}{6.607}=1.303\ \text{ps},\\ \langle\tau\rangle&=0.6912(0.1530)+0.3088(0.07941)=0.1303\ \text{ps}.\end{aligned}$$

Here $0.1530=1/(5.986+0.5504)$ and $0.07941=1/(5.986+6.607)$. Multiplication by $e/m=9257$ cm²/Vs per ps gives $\mu_1\simeq1547$, $\mu_2\simeq12\,060$ and $\mu\simeq1206$ cm²/Vs. Matthiessen's rule gives $\mu_M\simeq1371$ cm²/Vs, which is 13.7% above the true value within this model.

The formula from (b) shows where the error arises. The acoustic share is $s=0.9158$ below threshold and 0.4753 above it, while $\lambda=0.8863$. The contributions to the excess time are

$$\begin{aligned}\text{below: }&0.6912\,(1.984)(0.0295)^2\simeq0.0012\ \text{ps},\\ \text{above: }&0.3088\,(0.3184)(0.4110)^2\simeq0.0166\ \text{ps}.\end{aligned}$$

The factors 1.984 and 0.3184 are $\tau_1+\tau_2$ in ps. The sum, 0.0178 ps, corresponds to 165 cm²/Vs, equal to $\mu_M-\mu$. About 93% of it comes from electrons above threshold. The large $\mu_2$ comes mainly from slow electrons that cannot emit a g-type phonon, and it hides how strongly the fast ones scatter.

## (e) Using the rule backwards

**Suppose $\mu$ and $\mu_1$ are known, and mechanism 2 is assigned a mobility $\mu_x$ by $1/\mu_x=1/\mu-1/\mu_1$. Compare $\mu_x$ with $\mu_2$.**

**Solution.** Part (b) says $1/\mu\ge1/\mu_1+1/\mu_2$, so $1/\mu_x\ge1/\mu_2$ and

$$\mu_x\le\mu_2.$$

For the film,

$$\mu_x=\left(\frac1{1205.9}-\frac1{1546.5}\right)^{-1}\simeq5480\ \text{cm}^2/\text{Vs},$$

which is 0.45 of the true $\mu_2$. A 14% error in the forward direction has become more than a factor of two. The reason follows from

$$\frac1{\mu_x}-\frac1{\mu_2}=\frac1\mu-\frac1{\mu_M}.$$

The error in inverse mobility is the same in both directions, about $1.0\times10^{-4}$ Vs/cm². That is small beside $1/\mu=8.3\times10^{-4}$ Vs/cm², but larger than $1/\mu_2=0.83\times10^{-4}$ Vs/cm². Extraction by subtraction is therefore least reliable for the weaker mechanism when the scattering share varies with energy.

## (f) How far the example reaches

**Estimate what the film model leaves out, and state which conclusions survive.**

**Solution.** At a density of $10^{12}$ cm⁻², Fermi statistics change $\mu$ to 1188 cm²/Vs and the overestimate to 13.8%. A numerical solution of the kinetic equation at this density, with the $\varphi'$ term retained, agrees with the averages of (a) to within 0.16% for each mechanism alone and for both together.

With hard walls and parabolic bands, the next subband of the same valleys lies 136 meV higher, the lowest one of the other valleys 174 meV higher, and together the higher subbands hold about 1% of the electrons. These figures depend on the hard wall. For a barrier of 3.15 eV and an oxide mass of $0.4$ to $0.6\,m_0$, the other valleys lie only about 90 to 100 meV higher (85 to 95 meV with nonparabolicity), and the higher subbands hold roughly 9 to 15% of the electrons. For a real 3 nm film the one-subband assumption is therefore only approximate. Band bending is about 6 meV for evenly spread charge and equal gates on both sides; with a gate on one side only it is about 23 meV. With a nonparabolicity parameter of 0.5 eV⁻¹, the in-plane mass would rise by about 5% between the subband edge and the weighted mean energy; the confinement energy of about 45 meV would add a similar amount. Since this enters both the rates and the velocity, $\mu$ would fall to about 1015 cm²/Vs and the overestimate to about 12%. The classical phonon occupation changes the acoustic rate by 0.9% at 60 meV, but the rms acoustic phonon energy there, 8.5 meV, is not negligible beside $kT=25.9$ meV. Keeping this energy transfer in the kinetic equation raises $\mu$ to about 1235 cm²/Vs and lowers the overestimate to about 13%.

Scattering at the interfaces, absent from the model, lowers the mobility further. Independent roughness of the two interfaces, with Gaussian correlation, rms height 0.2 nm and correlation length 1.5 nm, lowers the estimated mobility from 1206 to about 1010 cm²/Vs. Interface charge of $10^{11}$ cm⁻², screened by $10^{12}$ electrons per cm², lowers it to about 990 cm²/Vs, and both together to about 860 cm²/Vs. These are rough estimates: the roughness is left unscreened, and the charge is treated with the oxide permittivity everywhere and the electrons at mid-film. The value 1206 cm²/Vs is therefore a phonon-only model value and not a device prediction. Other intervalley phonons of silicon, oxide phonons and penetration into the oxide are also omitted. Adding the two low-energy g branches to mechanism 2 (typical couplings $0.5\times10^8$ eV/cm at 12 meV and $0.8\times10^8$ eV/cm at 18.5 meV) lowers $\mu_2$ to about 6700 cm²/Vs, lowers the overestimate to about 11% and raises $\mu_x/\mu_2$ to about 0.62. Penetration into the oxide lowers $O$ to about 0.47 nm⁻¹, which raises $\mu$ to about 1275 cm²/Vs and leaves the overestimate unchanged within one subband. The 13.7% belongs to the two phonon mechanisms, with acoustic scattering taken as elastic; the error of the rule with the interface mechanisms added has not been evaluated.

Roughness and charge scatter anisotropically, but elastically. At fixed energy the average of $\varphi'$ over scattering events through angle $\pm\vartheta$ is $\varphi\cos\vartheta$. The relaxation rate then contains the factor $1-\cos\vartheta$ and remains additive, so the proof in (b) applies to such pairs as well. For scattering that is both anisotropic and inelastic, the $\varphi'$ term couples different energies, and the present proof does not cover it. Nor does it cover transport shared among several subbands. The numerical output below gives the remaining intermediate values.

## Computed values

```
temperature: 300 K
film thickness: 3 nm
in-plane mass: 0.19 m0
mass normal to film: 0.92 m0
acoustic deformation potential: 12 eV
g-type coupling: 1.1e+09 eV/cm
g-type phonon energy: 62 meV
mass density: 2.33 g/cm3
sound velocity: 9 km/s
kT: 25.85 meV
x = phonon energy / kT: 2.398
phonon occupation N: 0.09996
overlap integral 3/(2t): 0.5 1/nm
weight p above threshold: 0.3088
acoustic rate: 5.986 1/ps
g rate below threshold: 0.5504 1/ps
g rate above threshold: 6.607 1/ps
<tau1>: 0.1671 ps
<tau2>: 1.303 ps
tau below / above: 0.153 / 0.07941 ps
<tau>: 0.1303 ps
e/m: 9257 cm2/Vs per ps
mu1 acoustic alone: 1546.5 cm2/Vs
mu2 g-type alone: 12057.4 cm2/Vs
mu true: 1205.9 cm2/Vs
mu_M Matthiessen: 1370.7 cm2/Vs
overestimate mu_M/mu - 1: 13.66 %
acoustic share s below / above: 0.9158 / 0.4753
lambda: 0.8863
excess from the identity: 164.8 cm2/Vs
mu2 extracted by the rule: 5475.6 cm2/Vs
extracted / true mu2: 0.454
golden-rule / formula, acoustic: 1.0090
golden-rule / formula, g emission: 1.0000
largest kinetic-solver deviation: 0.16 %
smallest relative excess, 2000 random pairs: 1.65e-03
cold excess, kT/E_F=0.01: computed: 8.218e-05 law 8.225e-05
mu/mu_M, blocking 0.1, 0.01, 0.001: 0.3306 0.03921 0.003992
NEGLECTED EFFECTS
density of use: 1e+12 1/cm2
Fermi level / kT there: -1.288
mu true there: 1188.3 cm2/Vs
overestimate there: 13.81 %
gap to second subband: 136.2 meV
gap to other valleys: 174.5 meV
electrons in other subbands: 1.02 %
band bending in film: 5.80 meV
mass rise, alpha=0.5/eV: 5.2 %
rms acoustic phonon energy at E=60 meV: 8.50 meV
roughness: height 0.2 nm, length 1.5 nm
mu with roughness: 1006.1 cm2/Vs
interface charge density: 1e+11 1/cm2
mu with interface charge: 992.6 cm2/Vs
mu with both: 859.5 cm2/Vs
```
